# Does the superconducting $T_c$ saturate at strong electron-phonon coupling?

**Q.** I hold that raising the coupling $\lambda$ stops paying off. McMillan's formula, in the form with the logarithmically averaged phonon frequency $\omega_{\log}$ and the Coulomb pseudopotential $\mu^*$, reads ($\hbar=k_B=1$)

$$T_{\rm McM}=\frac{\omega_{\log}}{1.2}\exp\left[-\frac{1.04(1+\lambda)}{\lambda-\mu^*(1+0.62\lambda)}\right].$$

Divide the top and bottom of the exponent by $\lambda$ and let $\lambda\to\infty$: the exponent tends to $-1.04/(1-0.62\mu^*)$. The ceiling is $0.2945\,\omega_{\log}$ for $\mu^*=0$ and $0.2750\,\omega_{\log}$ for $\mu^*=0.1$. The reason seems sound: the phonons that pair the electrons also make them heavier by $1+\lambda$, and $\lambda/(1+\lambda)<1$. Is anything wrong?

**A.** The limit of the formula is taken correctly. But the formula is a fit to solutions of the Eliashberg equations, so the question has to be put to the equations. Take them isotropic, with a constant electronic density of states, linearized in the gap as is right at $T_c$. With $\omega_n=\pi T(2n+1)$ and all integers $n,m$,

$$Z_n\Delta_n=\pi T\sum_m\frac{\lambda(n-m)-\mu^*}{|\omega_m|}\Delta_m,\qquad Z_n=1+\frac{\pi T}{\omega_n}\sum_m\lambda(n-m)\,\mathrm{sgn}\,\omega_m .$$

$\Delta_n$ is the gap and $Z_n$ the mass renormalization. The kernel comes from the Eliashberg function $\alpha^2F(\omega)\ge0$. Define $\lambda=2\int d\omega\,\alpha^2F/\omega$ and the normalized average $\langle X\rangle=(2/\lambda)\int d\omega\,\alpha^2F\,X/\omega$, so that $\omega_{\log}=\exp\langle\ln\omega\rangle$. Since $\omega_n-\omega_m=2\pi T(n-m)$,

$$\lambda(l)=2\int d\omega\frac{\omega\,\alpha^2F(\omega)}{\omega^2+\nu_l^2}=\lambda\left\langle\frac{\omega^2}{\omega^2+\nu_l^2}\right\rangle,\qquad\nu_l=2\pi Tl .$$

It is even in $l$, and $\lambda(0)=\lambda$. I take the gap even in frequency, call $T_c$ the highest temperature with a nonzero solution, and set $\mu^*=0$ for now.

Start with $Z_n$ for $n\ge0$. The terms $m\ge0$ have sign $+$ and give $\sum_{l=-n}^\infty\lambda(l)$ with $l=m-n$. The terms $m<0$ have sign $-$ and give $\sum_{l=n+1}^\infty\lambda(l)$ with $l=n-m$. The difference is $\sum_{l=-n}^{n}\lambda(l)$, and $\pi T/\omega_n=1/(2n+1)$, so

$$(2n+1)Z_n=2n+1+\lambda(0)+2\sum_{l=1}^n\lambda(l).$$

In particular $Z_0=1+\lambda$ at every temperature.

**Q.** Then the mass factor is exact, which supports me.

**A.** It is exact for $n=0$, and the same $\lambda(0)$ also stands on the pairing side. The map $m\to-m-1$ sends $\omega_m$ to $-\omega_m$ and leaves an even $\Delta_m$ unchanged, while $n-m$ becomes $n+m+1$. Folding the negative frequencies onto the positive ones and writing $d_n=\Delta_n/(2n+1)$,

$$(2n+1)Z_n\,d_n=\sum_{m\ge0}\left[\lambda(n-m)+\lambda(n+m+1)\right]d_m .$$

The left side contains $\lambda(0)d_n$, and the term $m=n$ on the right contains $\lambda(0)d_n$. They cancel. Moving $2\sum_{l\le n}\lambda(l)\,d_n$ to the right gives $Dd=A[\lambda]d$ with $D=\mathrm{diag}(2n+1)$ and, for any sequence $f(l)$, $l\ge1$,

$$A[f]_{nm}=f(|n-m|)(1-\delta_{nm})+f(n+m+1)-2\delta_{nm}\sum_{l=1}^nf(l).$$

Put $v=D^{1/2}d$ and multiply by $D^{-1/2}$: $M[\lambda]v=v$, where $M[f]=D^{-1/2}A[f]D^{-1/2}$ is real, symmetric and linear in $f$. A solution exists when $M[\lambda]$ has eigenvalue 1.

The term $l=0$ transfers no frequency. It is elastic scattering, and it leaves an isotropic gap alone for the same reason that nonmagnetic impurities do in Anderson's theorem. The numerical check tests this on the unfolded equations, with $Z_n$ summed explicitly. For an Einstein mode of frequency $\Omega$ and $\lambda=2$ it finds $T_c=0.211741\,\Omega$, and the same value after 50 is added to $\lambda(0)$ alone.

**Q.** If the large term cancels, where does the ceiling in the fit come from?

**A.** From the functional form, which is that of the square-well model. That model sets $Z=1+\lambda$, replaces the kernel by $\lambda$ when both frequencies lie below a cutoff $\omega_c$ and by zero otherwise, and so has constant $\Delta$. With $N=\omega_c/2\pi T$ positive frequencies inside the well, the folded equation becomes $1+\lambda=\lambda\sum_{m<N}2/(2m+1)$. The odd reciprocals are all reciprocals up to $2N$ minus the even ones, $\sum_{m<N}1/(2m+1)=H_{2N}-\tfrac12H_N$, and $H_N\approx\ln N+\gamma$ for large $N$. Twice the sum is $2\ln 2N+2\gamma-\ln N-\gamma=\ln(4e^\gamma N)$. Solving $1+\lambda=\lambda\ln(2e^\gamma\omega_c/\pi T)$,

$$T=\frac{2e^\gamma}{\pi}\,\omega_c\,e^{-(1+\lambda)/\lambda}=1.1339\,\omega_c\,e^{-(1+\lambda)/\lambda},$$

with ceiling $0.4171\,\omega_c$. The logarithm needed $N\gg1$, yet at the ceiling $N=1/(2\pi\times0.4171)=0.38$. Keeping the sum discrete does not rescue the model: once $\pi T>\omega_c$ the well is empty, so it removes $\lambda(0)$ from the pairing side and keeps it in $Z$. The true $n=0$ row is

$$(1+\lambda)\Delta_0=\left[\lambda+\lambda(1)\right]\Delta_0+\sum_{m\ge1}\left[\lambda(m)+\lambda(m+1)\right]\frac{\Delta_m}{2m+1}.$$

The inelastic terms have to balance only the 1, and they scale with $\lambda$.

**Q.** That is suggestive. Can you prove that $T_c$ has no ceiling?

**A.** Yes, with one inequality used several times. For a symmetric matrix $B$, $|x_nx_m|\le\tfrac12(x_n^2+x_m^2)$ gives $|x^TBx|\le R\,|x|^2$, where $R$ is the largest row sum of $|B_{nm}|$. With $x=D^{-1/2}y$ we have $y^TMy=x^TAx$ and $|x|\le|y|$, since $D\ge1$. Let $\rho[f]=\sup_{|y|=1}y^TM[f]y$ and $\rho(T)=\rho[\lambda]$.

In row $n$ of $A[f]$ the terms $f(|n-m|)$ contribute $\sum_1^n+\sum_1^\infty$, the terms $f(n+m+1)$ contribute $\sum_{n+1}^\infty$, and the last term $2\sum_1^n$. The absolute row sum is at most $4\sum_1^\infty|f(l)|$. By linearity,

$$|\rho[f]-\rho[f']|\le4\sum_{l\ge1}|f(l)-f'(l)| .$$

Three facts follow. First, $\rho(T)$ is continuous in $T$. Second, the part of $M$ with $n\ge N$ or $m\ge N$ carries a factor of at most $(2N+1)^{-1/2}$, so $M$ is the limit in norm of its $N\times N$ corners; their top eigenvalues tend to $\rho$, and a positive $\rho$ is itself an eigenvalue. Third, an upper bound. Dropping $\omega^2$ from the denominator of the kernel gives

$$\lambda(l)\le\frac{g}{l^2},\qquad g=\frac{\lambda\langle\omega^2\rangle}{(2\pi T)^2}.$$

Deleting the negative diagonal term can only raise $x^TAx$, and the remaining row sum is $\sum_1^n+\sum_1^\infty+\sum_{n+1}^\infty=2\sum_1^\infty\lambda(l)\le g\pi^2/3$. So $\rho(T)<1$ whenever $g<3/\pi^2$, that is $T^2>\lambda\langle\omega^2\rangle/12$, and

$$T_c\le0.2887\sqrt{\lambda\langle\omega^2\rangle}.$$

Hence $T_c$ is the highest root of $\rho(T)=1$: above that root $\rho<1$ by continuity, and no eigenvalue reaches 1.

Now the lower bound. The trial vector $y=(1,0,0,\dots)$ gives $\rho(T)\ge M_{00}=\lambda(1)$. If $\lambda(1)\ge1$ at some $T_1$, then $\rho(T_1)\ge1$ while $\rho<1$ at high $T$, so a root lies at or above $T_1$. For an Einstein mode $\lambda(1)=\lambda\Omega^2/(\Omega^2+4\pi^2T^2)=1$ gives $4\pi^2T_1^2=\Omega^2(\lambda-1)$, so for $\lambda>1$

$$T_c\ge\frac{\Omega}{2\pi}\sqrt{\lambda-1}.$$

This bound grows without limit at fixed $\Omega$. It alone passes McMillan's ceiling at $\lambda=1+(2\pi\times0.2945)^2\approx4.4$.

**Q.** So at large $\lambda$ the ratio $T_c/\sqrt{\lambda\langle\omega^2\rangle}$ lies between $1/2\pi=0.1592$ and $0.2887$, at least for one mode. Does it have a limit, and what is it?

**A.** It has one, the same for every spectrum with finite $\langle\omega^4\rangle$, taken at fixed spectral shape. The identity

$$\frac{\omega^2}{\omega^2+\nu^2}=\frac{\omega^2}{\nu^2}-\frac{\omega^4}{\nu^2(\omega^2+\nu^2)}$$

is checked by a common denominator, and its last term lies between 0 and $\omega^4/\nu^4$ in size. Averaging,

$$0\le\frac g{l^2}-\lambda(l)\le\frac{g_4}{l^4},\qquad g_4=\frac{\lambda\langle\omega^4\rangle}{(2\pi T)^4}=\frac{g^2r}{\lambda},\qquad r=\frac{\langle\omega^4\rangle}{\langle\omega^2\rangle^2}.$$

To show $g_4\to0$ at $T_c$ we need $g$ bounded there. At the temperature where $g=2$, $\lambda(1)\ge g-g_4=2-4r/\lambda\ge1$ once $\lambda\ge4r$. So $T_c$ is at least that temperature, $g\le2$ at $T_c$, and $g_4\le4r/\lambda$. Let $M_p=M[1/l^p]$ and let $h$ be the top eigenvalue of $M_2$, a matrix with no parameters. Then $\rho[g/l^2]=gh$, and the row-sum inequality at $T_c$ gives $|1-gh|\le4\zeta(4)\,g_4\le16\zeta(4)\,r/\lambda\to0$. Setting $gh=1$,

$$T_c\to c\sqrt{\lambda\langle\omega^2\rangle},\qquad c=\frac{\sqrt h}{2\pi}.$$

It remains to find $h$. Call $h_N$ the top eigenvalue of the $N\times N$ corner and $c_N=\sqrt{h_N}/2\pi$. Trial vectors of length $N$ are among those of length $N+1$, so $h_N$ cannot decrease with $N$, and each $c_N$ is a lower bound on $c$. For $N=1$, $h_1=f(1)=1$. For $N=2$, with $f=1/l^2$: $A_{00}=1$, $A_{01}=f(1)+f(2)=5/4$, $A_{11}=f(3)-2f(1)=-17/9$. Scaling by $D^{-1/2}=\mathrm{diag}(1,3^{-1/2})$,

$$M_2^{(2)}=\begin{pmatrix}1&5/(4\sqrt3)\\5/(4\sqrt3)&-17/27\end{pmatrix}.$$

The trace is $1-17/27=10/27$ and the determinant is $-17/27-25/48=-497/432$. The larger root of $h^2-\tfrac{10}{27}h-\tfrac{497}{432}=0$ is

$$h_2=\frac5{27}+\sqrt{\frac{25}{729}+\frac{497}{432}}=1.27365 .$$

Larger corners are diagonalized numerically:

| $N$ | $h_N$ | $c_N$ |
|---|---|---|
| 1 | 1.00000 | 0.159155 |
| 2 | 1.27365 | 0.179616 |
| 3 | 1.30823 | 0.182038 |
| 5 | 1.31694 | 0.182643 |
| 10 | 1.31808 | 0.182722 |
| 400 | 1.31814 | 0.182726 |

The limit is the Allen-Dynes asymptote, $T_c\to0.1827\sqrt{\lambda\langle\omega^2\rangle}$. Relative to $c$, the value $c_1$ is 13% low, $c_2$ is 1.7% low and $c_3$ is 0.4% low. The unfolded equations solved at $\lambda=10^6$ give $0.182726$ for an Einstein mode, for a Debye shape $\alpha^2F\propto\omega^2$ up to a cutoff, and for two modes at $\omega=1$ and $4$ with equal shares of $\lambda$; the test demands agreement with $c$ to $5\times10^{-6}$, relative. The two-mode case shows which average counts, since it has $\omega_{\log}=2.000$ and $\sqrt{\langle\omega^2\rangle}=2.9155$.

**Q.** The matrix is infinite. Why do so few rows suffice?

**A.** Because the gap falls quickly along the Matsubara axis once the spacing $2\pi T$ exceeds the phonon frequencies. First, the top eigenvector has one sign. All off-diagonal elements of $M_2$ are positive, so replacing $v_n$ by $|v_n|$ raises $v^TM_2v$ unless the signs already agree; and a zero component of a nonnegative eigenvector would make a sum of positive terms vanish in that row of the eigenvalue equation. Two vectors with all components positive cannot be orthogonal, so $h$ is nondegenerate. The computed ratios $\Delta_n/\Delta_0$ for $n=1$ to $4$ are $0.6857$, $0.3520$, $0.1925$, $0.1163$.

The tail follows from $h\Delta_n=\sum_mA_{nm}d_m$. With $x=n+\tfrac12$, $y=m+\tfrac12$, the off-diagonal element is $(x-y)^{-2}+(x+y)^{-2}\approx2/x^2$ for $y\ll x$. The terms with $m$ near $n$ nearly cancel against the diagonal when $d$ is smooth, because the signed row sum is only $2\sum_{n+1}^\infty l^{-2}\approx2/x$. To leading order $\Delta_n\approx2S/(hx^2)$ with $S=\sum_md_m$; this estimate is tested to 2% at $n=80$. Then $v_n=\Delta_n/\sqrt{2n+1}\propto x^{-5/2}$. Split the normalized $v=u+w$, with $w$ the components $n\ge N$. Since $(h-M_2)v=0$, inserting $u=v-w$ gives $u^T(h-M_2)u=w^T(h-M_2)w$, which is at most a constant times $|w|^2\propto\sum_{n\ge N}x^{-5}\propto N^{-4}$. As $h_N\ge u^TM_2u/|u|^2$, the error $h-h_N$ falls at least as $N^{-4}$. Doubling $N$ from 25 to 50 reduces it by 16.26, against $2^4=16$.

**Q.** An asymptote says nothing at $\lambda=3$. How large must $\lambda$ be?

**A.** The first correction answers that. Applying the identity once more,

$$\frac{\omega^2}{\omega^2+\nu^2}=\frac{\omega^2}{\nu^2}-\frac{\omega^4}{\nu^4}+\frac{\omega^6}{\nu^4(\omega^2+\nu^2)} .$$

If $\langle\omega^6\rangle$ is finite, the last term contributes at most $\lambda\langle\omega^6\rangle/(2\pi T)^6=O(\lambda^{-2})$, since $T^2\propto\lambda$. So $M[\lambda]=gM_2-g_4M_4+O(\lambda^{-2})$. For a nondegenerate eigenvalue with unit vector $v$, project $(M+\delta M)(v+\delta v)=(\rho+\delta\rho)(v+\delta v)$ on $v$: the terms in $\delta v$ cancel because $M$ is symmetric, leaving $\delta\rho=v^T\delta Mv$ to first order. At $T_c$,

$$1=gh-g_4b+O(\lambda^{-2}),\qquad b=v^TM_4v .$$

Insert $g_4=g^2r/\lambda$ with $g=1/h$ in the small term: $gh=1+br/(h^2\lambda)$. Then $(2\pi T_c)^2=\lambda\langle\omega^2\rangle/g=\lambda\langle\omega^2\rangle h\,[1-br/(h^2\lambda)+O(\lambda^{-2})]$, or

$$T_c^2=c^2\langle\omega^2\rangle\left[\lambda-\kappa r+O(1/\lambda)\right],\qquad\kappa=\frac b{h^2}=\frac{1.19317}{1.31814^2}=0.6867 .$$

The $1\times1$ corner has $b=h=1$ and reproduces the $\lambda-1$ of the Einstein bound. The sign is negative, so at large $\lambda$ the asymptote is approached from below, and it overestimates $T_c$ by the fraction $\kappa r/2\lambda$ to leading order. A broad spectrum has larger $r$ and converges later. The offset $T_c^2/c^2\langle\omega^2\rangle-\lambda$ computed at $\lambda=10^4$ is $-0.6867$, $-0.9156$, $-1.2213$ for the three spectra ($r=1$, $1.3333$, $1.7785$), against $-\kappa r=-0.6867$, $-0.9156$, $-1.2214$.

**Q.** Show me temperatures.

**A.** Take round model parameters: one Einstein mode with $\Omega=10$ meV $=116.045$ K and $\mu^*=0$, so $\omega_{\log}=\sqrt{\langle\omega^2\rangle}=\Omega$ and $r=1$. For $\lambda=10$:

- asymptote: $0.182726\times\sqrt{10}\times116.045$ K $=67.05$ K;
- corrected: $0.182726\times\sqrt{10-0.6867}\times116.045$ K $=64.71$ K;
- lower bound: $\sqrt9/(2\pi)\times116.045$ K $=55.41$ K;
- McMillan: $e^{-1.04\times11/10}/1.2\times116.045$ K $=30.80$ K.

The root of $\rho(T)=1$ is $0.5578\,\Omega=64.73$ K. All temperatures below are in K; the decimals serve the comparison of formulas within this model.

| $\lambda$ | Eliashberg | asymptote | corrected | McMillan |
|---|---|---|---|---|
| 1 | 13.30 | 21.20 | 11.87 | 12.08 |
| 2 | 24.57 | 29.99 | 24.30 | 20.32 |
| 5 | 44.09 | 47.41 | 44.04 | 27.76 |
| 10 | 64.73 | 67.05 | 64.71 | 30.80 |
| 100 | 211.32 | 212.05 | 211.32 | 33.83 |

At $\lambda=1$ the Eliashberg value is 1.10 times McMillan's, while the asymptote lies 59% above the Eliashberg value; there $2\pi T_c/\Omega=0.720$, below 1, and the series in $\Omega^2/\nu_1^2$ diverges. The ratio to McMillan grows to 1.21, 1.59, 2.10 and 6.25 down the table. The ceiling of 34.18 K is passed at $\lambda=3.27$. At $\lambda=10$ the asymptote is 3.6% above the Eliashberg value, near the leading estimate $0.6867/20=3.4\%$.

The corrected form does better than its derivation promises. At $\lambda=2$, where $2\pi T_c/\Omega=1.330$ and the expansion parameter $1/1.330^2=0.57$ is not small, it is only 1.1% below the Eliashberg value. This is a numerical finding for the single Einstein mode; the derivation does not guarantee it, and it has not been tested for other spectra.

**Q.** You held $\Omega$ fixed. In a crystal $\lambda$ can also be raised by softening the phonons. Then $\lambda\omega^2$ stays fixed, the prefactor falls as $\lambda^{-1/2}$, and McMillan's formula has an optimum.

**A.** That is the case in which part of your belief is right. The product is $\lambda\langle\omega^2\rangle=2\int d\omega\,\omega\,\alpha^2F$. In a harmonic crystal with one atom of mass $M$ per cell, each mode enters $\alpha^2F$ with its squared displacement amplitude $1/2M\omega$, so the factor $\omega$ removes the frequency and leaves an electronic quantity divided by $M$. Holding it fixed is natural. For $\mu^*=0$ the fit gives $\ln T=\text{const}-\tfrac12\ln\lambda-1.04(1+1/\lambda)$; the derivative $-1/2\lambda+1.04/\lambda^2$ vanishes at $\lambda=2.08$, and $T\to0$ as $\lambda^{-1/2}$ beyond.

The equations give something else. The upper bound already shows that $T_c$ is bounded at fixed $\lambda\langle\omega^2\rangle$, and the asymptote shows that it tends to a nonzero constant. Take $\lambda\Omega^2=200$ meV$^2$. The limit is $0.18273\times\sqrt{200}$ meV $=2.584$ meV $=29.99$ K.

| $\lambda$ | $\Omega$ (meV) | Eliashberg (K) | McMillan (K) |
|---|---|---|---|
| 1 | 14.142 | 18.81 | 17.09 |
| 2 | 10.000 | 24.57 | 20.32 |
| 5 | 6.325 | 27.88 | 17.56 |
| 10 | 4.472 | 28.95 | 13.78 |
| 100 | 1.414 | 29.88 | 4.78 |

So $T_c$ levels off along this path, and softening beyond $\lambda=5$ gains at most about 2 K here, but there is no maximum near $\lambda=2$ and no fall. I have not proved monotonic growth. It is a numerical finding for the Einstein mode, tested at 16 values of $\lambda$ from 0.5 to 1000, at all of which $T_c/\Omega\sqrt\lambda$ rises and stays below $c$. The physical content is that soft phonons act through $\lambda(0)$ as harmless static disorder and through $\lambda(l)\approx g/l^2$ as pairing, and $g$ depends on the phonons only through $\lambda\langle\omega^2\rangle$.

**Q.** You set $\mu^*=0$. Does repulsion restore a ceiling?

**A.** It lowers the coefficient and leaves the growth, so with a fixed number of Matsubara frequencies below the Coulomb cutoff 0.1827 belongs to $\mu^*=0$ only. The Coulomb term needs a cutoff, $\omega_c=2\pi TN_c$. Folding doubles it, adding $-2\mu^*S$ with $S=\sum_{m<N_c}d_m$ to each row $n<N_c$. With $J$ the matrix of ones and $A_2=A[1/l^2]$, the limiting problem is $gA_2d=(D+2\mu^*J)d$, so $1/g$ is the maximum of

$$\frac{d^TA_2d}{d^TDd+2\mu^*S^2},$$

which is smaller than $h$ because the denominator is larger. For $\mu^*=0.1$ and $N_c=100$ the coefficient is 0.1646, which is 10% below $c$. The one-component trial vector now requires $\lambda(1)\ge1+2\mu^*$, so $T_c\ge(\Omega/2\pi)\sqrt{\lambda/(1+2\mu^*)-1}$ for an Einstein mode, still unbounded at fixed $N_c\ge1$.

The number 0.1646 means nothing without $N_c$. Suppose the repulsion is $\mu_2$ with cutoff $N_2$, and remove the rows $N_1\le n<N_2$. There the phonon term is of order $1/x^2$ and negligible to leading order, so $(2n+1)d_n=-2\mu_2S$. Summing, $S=S_1-\mu_2LS$, where $S_1$ is the sum below $N_1$ and $L=\sum_{N_1}^{N_2-1}(n+\tfrac12)^{-1}=\psi(N_2+\tfrac12)-\psi(N_1+\tfrac12)$ by the digamma recurrence $\psi(z+1)=\psi(z)+1/z$. Then $\mu_2S=\mu_1S_1$ with

$$\frac1{\mu_1}=\frac1{\mu_2}+L,\qquad L\approx\ln\frac{N_2}{N_1}.$$

Thus $\mu^*=0.1$ at $N_c=100$ corresponds to $0.11609$ at $N_c=400$, and both give 0.16460 (tested to $10^{-4}$, relative). Using 0.1 unchanged at $N_c=400$ gives 0.16607, higher because it stands for a weaker repulsion. If the repulsion has a fixed electronic cutoff, $N_2\propto1/T$ shrinks as $T_c$ rises, $L$ falls, $\mu_1$ rises, and the coefficient of $\sqrt{\lambda\langle\omega^2\rangle}$ drifts down logarithmically as long as $N_2\gg1$. The drift does not continue: when only a few frequencies lie below the cutoff the repulsion loses weight, and once $\pi T$ exceeds the cutoff it drops out of these equations and the coefficient is $c$ again. That recovery needs $\pi T$ comparable to an electronic energy, where the constant density of states assumed here fails, so it is a property of the equations with a sharp cutoff and not of a metal.

**Q.** Then may I conclude that a material with large enough $\lambda$ has an arbitrarily high $T_c$?

**A.** No. What is proved concerns these equations with $\alpha^2F$ given. The cancellation of $\lambda(0)$ used an isotropic gap and a constant density of states. For an anisotropic gap the $l=0$ terms leave a remainder of the form $\sum_{k'}\lambda_{kk'}(0)(\Delta_{k'}-\Delta_k)$. If the gap can keep one sign, growing $\lambda$ pushes it toward isotropy and the remainder stays finite. If symmetry forces a sign change, the remainder grows with $\lambda$, the inelastic terms must balance it rather than the 1, and $T_c$ at fixed phonon frequency can level off. For a finite band the $l=0$ term of the self-energy $\Sigma$, of size $\pi T\lambda$, must stay small against the bandwidth; it equals the real-frequency broadening $|\mathrm{Im}\,\Sigma|$ (half the scattering rate) only when $T$ is well above the phonon frequencies. The equations omit vertex corrections, following Migdal's approximation, and nothing above tests that omission at large $\lambda$. They are mean-field equations without phase fluctuations. They also do not say whether a lattice with a given $\alpha^2F$ is stable, and that can limit the $\lambda$ and $\lambda\langle\omega^2\rangle$ a crystal reaches. Any such limit would come from physics left out of the isotropic, constant-density-of-states equations solved here, and the exponent of McMillan's fit gives no estimate of it.

## Numbers as computed

```
McMillan ceiling T/w_log: mu*=0 0.2945, mu*=0.1 0.2750
McMillan optimum lambda at fixed lam w^2: 2.080
square well: prefactor 1.1339, ceiling T/w_c 0.4171
Z_0 at lam=2, T=0.2 Omega, explicit sum: 3.00000
2x2 matrix: trace 10/27, determinant -497/432
N=1: h=1.0000000, c=0.1591549
N=2: h=1.2736504, c=0.1796161
N=3: h=1.3082337, c=0.1820383
N=4: h=1.3150756, c=0.1825137
N=5: h=1.3169411, c=0.1826431
N=10: h=1.3180750, c=0.1827217
N=400: h=1.3181402, c=0.1827262
truncation error ratio N=25 to N=50: 16.26
Delta_n/Delta_0, n=1..4: 0.6857, 0.3520, 0.1925, 0.1163
b=1.19317, kappa=0.68672
bound coefficients: lower 0.1592, upper 0.2887
Einstein: <w4>/<w2>^2=1.0000, c(lam=1e6)=0.182726, offset=-0.6867, -kappa r=-0.6867
Debye: <w4>/<w2>^2=1.3333, c(lam=1e6)=0.182726, offset=-0.9156, -kappa r=-0.9156
two-mode: <w4>/<w2>^2=1.7785, c(lam=1e6)=0.182726, offset=-1.2213, -kappa r=-1.2214
two-mode (w=1,4): w_log=2.000, sqrt<w2>=2.9155
lam=2 Tc/Omega: 0.211741; with 50 added to lam(0): 0.211741
c(mu*=0.1,Nc=100)=0.16460; mu*(400)=0.11609 gives c=0.16460; c(0.1,400)=0.16607
1 meV = 11.6045 K; Omega = 10 meV = 116.05 K; mu* = 0
fixed Omega, T in K: lam, Eliashberg, asymptote, corrected, 1x1 bound, McMillan
1: 13.30, 21.20, 11.87, 0.00, 12.08
2: 24.57, 29.99, 24.30, 18.47, 20.32
5: 44.09, 47.41, 44.04, 36.94, 27.76
10: 64.73, 67.05, 64.71, 55.41, 30.80
100: 211.32, 212.05, 211.32, 183.77, 33.83
Tc/Omega: 0.1146, 0.2117, 0.3799, 0.5578, 1.8210
2 pi Tc/Omega: 0.720, 1.330, 2.387, 3.505, 11.442
Eliashberg/McMillan: 1.101, 1.209, 1.588, 2.101, 6.247
McMillan ceiling 34.18 K passed at lam=3.269 (1x1 bound: 4.425)
fixed lam Omega^2 = 200 meV^2: lam, Omega (meV), Eliashberg (K), McMillan (K)
1: 14.142, 18.81, 17.09
2: 10.000, 24.57, 20.32
5: 6.325, 27.88, 17.56
10: 4.472, 28.95, 13.78
100: 1.414, 29.88, 4.78
limit c sqrt(lam Omega^2) = 2.5841 meV = 29.99 K
```
